\section*{Why a planar metallacyclopentane resists beta-hydride elimination}

\section{The practical problem}

A metal alkyl precursor that carries beta hydrogens can decompose before it reaches the substrate: a hydrogen on the second carbon moves to the metal and an alkene forms. If precursors are screened by counting beta hydrogens, a metallacyclopentane looks as bad as an open-chain di-$n$-propyl compound, because each has four of them. If the ring is instead taken to forbid the reaction, it may be heated beyond what it can stand. The first error leaves out the geometry of the transfer; the second treats a geometric obstacle of finite size as absolute.

Label the ring M--C1--C2--C3--C4, so that C1 and C4 are alpha carbons and C2 and C3 are beta carbons. Concerted transfer from C2 to M passes through a four-centre arrangement M, C1, C2, H that is nearly flat, with M and H on the same side of the C1--C2 bond. The dihedral angle $\phi$ of M--C1--C2--H must then be near zero (syn-coplanar). In a planar ring it is near $120^\circ$. This is a kinetic obstacle to one reaction path, not a prohibition. The path also needs a vacant site and suitable orbitals on the metal, which geometry alone does not supply.

\section{Where the beta hydrogens are}

The example is a planar ring with a mirror line through M and equal C--C bonds. Its bond lengths are $r=0.205$ nm (M--C), $l=0.153$ nm (C--C) and $s=0.109$ nm (C--H). The angle at the metal is $\mu=82^\circ$ and the H--C--H angle is $\eta=107^\circ$.

Put M at the origin, the mirror line along $x$ and the ring normal along $z$. Then C1 has $y=r\sin(\mu/2)$ and C2 has $y=l/2$. Let $\gamma$ be the angle C1--C2--C3. Since C3 lies from C2 along $-y$, the $y$ component of the bond from C2 to C1 is $-l\cos\gamma$. Hence
\begin{equation}
r\sin\frac{\mu}{2}=\frac{l}{2}-l\cos\gamma ,\qquad
\cos\gamma=\frac{0.0765-0.1345}{0.153}=-0.379 ,
\end{equation}
which gives $\gamma=112.3^\circ$. The angles of a planar pentagon sum to $540^\circ$, so $\alpha$, the angle M--C1--C2, is $270^\circ-\mu/2-\gamma=116.7^\circ$.

To place the hydrogens, let $\mathbf u_1$ be the unit vector from C2 to C1, and $\mathbf p$ the in-plane unit vector perpendicular to it on the side of C3. The direction from C2 to C3 is $\cos\gamma\,\mathbf u_1+\sin\gamma\,\mathbf p$, and the inward bisector of the ring angle is
\begin{equation}
\mathbf b=\cos\frac{\gamma}{2}\,\mathbf u_1+\sin\frac{\gamma}{2}\,\mathbf p .
\end{equation}
In a symmetric methylene group the two C--H bonds point away from this bisector, one above and one below the ring plane with normal $\mathbf n$:
\begin{equation}
\mathbf h_\pm=-\cos\frac{\eta}{2}\,\mathbf b\pm\sin\frac{\eta}{2}\,\mathbf n .
\end{equation}
Their scalar product is $\cos^2(\eta/2)-\sin^2(\eta/2)=\cos\eta$, as required.

A dihedral angle compares the parts of two bonds perpendicular to the central bond. For the bond from C1 to M that part lies along $+\mathbf p$, because M and C3 are on the same side of the line C1--C2. For the C--H bond it is
\begin{equation}
\mathbf h_{\pm,\perp}=-\cos\frac{\eta}{2}\sin\frac{\gamma}{2}\,\mathbf p
\pm\sin\frac{\eta}{2}\,\mathbf n .
\end{equation}
The component along $\mathbf p$ is negative, so the angle is obtuse. The two hydrogens have dihedrals $\pm\phi_0$, with
\begin{equation}
\phi_0=180^\circ-\arctan\!\left[\frac{\tan(\eta/2)}{\sin(\gamma/2)}\right].
\label{eq:phi}
\end{equation}

For tetrahedral angles, $\cos\eta=\cos\gamma=-1/3$. The half-angle formulas give $\sin^2=2/3$ and $\cos^2=1/3$, hence $\tan(\eta/2)=\sqrt2$ and $\sin(\gamma/2)=\sqrt{2/3}$. The ratio is $\sqrt3$, its arctangent is $60^\circ$, and $\phi_0=120^\circ$.

The coordinates of the example, in nm, show the same thing:
\begin{align}
\mathrm{M}&=(0,\,0,\,0), & \mathrm{C1}&=(0.1547,\,0.1345,\,0),\nonumber\\
\mathrm{C2}&=(0.2963,\,0.0765,\,0), & \mathrm{H}_\pm&=(0.3501,\,0.1126,\,\pm0.0876).
\end{align}
Here $\mathbf u_1=(-0.925,0.379,0)$ and $\mathbf p=(-0.379,-0.925,0)$. The bond from C2 to the upper hydrogen is $(0.0538,0.0361,0.0876)$ nm, with component $-0.0538$ nm along $\mathbf p$ and $0.0876$ nm along $z$. Therefore
\begin{equation}
\cos\phi_0=\frac{-0.0538}{\sqrt{0.0538^2+0.0876^2}}=-0.523,
\qquad \phi_0=121.6^\circ .
\end{equation}
Evaluating Eq.~(\ref{eq:phi}) for $\gamma=104$--$114^\circ$ and $\eta=104$--$110^\circ$ gives $118.9$ to $123.2^\circ$. The value near $120^\circ$ does not depend on a special choice of angles.

\section{Why the dihedral matters}

\subsection{Reach to the metal}

Put C1 at the origin, C2 on the $x$ axis and M in the $xy$ plane, and let $\beta$ be the angle C1--C2--H. Then
\begin{align}
\mathrm{M}&=(r\cos\alpha,\;r\sin\alpha,\;0),\nonumber\\
\mathrm{H}&=(l-s\cos\beta,\;s\sin\beta\cos\phi,\;s\sin\beta\sin\phi).
\end{align}
Squaring the separation and using $\cos^2\phi+\sin^2\phi=1$ gives
\begin{align}
d^2={}&(l-r\cos\alpha-s\cos\beta)^2+r^2\sin^2\alpha+s^2\sin^2\beta\nonumber\\
&-2rs\sin\alpha\sin\beta\cos\phi .
\label{eq:d}
\end{align}
The angle $\beta$ follows from $\cos\beta=\mathbf h_\pm\cdot\mathbf u_1=-\cos(\eta/2)\cos(\gamma/2)$, so $\beta=109.4^\circ$. The coefficient of $\cos\phi$ is then $0.0377$ nm$^2$. In an open chain the whole group at C2 can turn about C1--C2, which takes the hydrogen from $\phi_0$ to zero with all bond angles fixed. In the planar ring C3 already occupies the syn position, so the hydrogen cannot turn there alone. The open-chain turn lowers $d^2$ by $0.0377\times(1+0.523)=0.0574$ nm$^2$. The distance falls from $0.378$ to $0.293$ nm.

A metal--hydrogen bond is roughly $0.16$ nm long, so the syn arrangement must still close up. If $\alpha$ is reduced to $90^\circ$ with the other angles fixed, the syn distance becomes $0.215$ nm, but at $\phi_0$ it is still $0.332$ nm. Bending at the alpha carbon thus brings a syn hydrogen closer to the metal, while one at the planar-ring dihedral stays about $0.12$ nm farther off.

\subsection{Alignment of the bonds}

The new $\pi$ bond grows from the parts of the M--C1 and C2--H bonding orbitals that are perpendicular to C1--C2. Represent these by $p$ orbitals, one along $x'$ and the other along $x'\cos\phi+y'\sin\phi$, where $x'$ and $y'$ are perpendicular to the C--C axis. The overlap of the $x'$ and $y'$ orbitals vanishes, because its integrand changes sign under $x'\to-x'$. What remains is
\begin{equation}
S(\phi)=S(0)\cos\phi .
\end{equation}
For carbon Slater orbitals with exponent $1.625$ in inverse bohr, at the C--C distance of the ring, $S(0)=0.195$ and $S(\phi_0)=-0.102$. The sign depends on how the orbitals are oriented; the magnitude measures the alignment. About half of it survives, so the overlap is reduced but not lost.

At $\phi=180^\circ$ the alignment is again complete, but the hydrogen is $0.401$ nm from the metal at the same bond angles. In this picture of pure $p$ orbitals, alignment alone would allow syn and anti arrangements equally; for pyramidal groups the two need not be equivalent. Transfer to the metal within the molecule selects syn.

The loss can also be put as an energy. If M and H left the planar ring without any rotation, the two $p$ axes would be twisted by $180^\circ-121.6^\circ=58.4^\circ$. Twisting ethylene rigidly by this angle costs $1.8$ eV relative to its flat form, in a CASSCF(2,2)/6-31G calculation. Half the twist costs $0.48$ eV. A cc-pVDZ basis, with or without dynamic correlation, leaves the first figure at $1.8$ eV and lowers the second by about $0.01$ eV. This level treats the two $\pi$ electrons in two orbitals and omits most dynamic correlation. The figure sizes the twist alone, for flat CH$_2$ groups at the bond length of ethylene. Groups left exactly in place would also be pyramidal and farther apart. At the same level that fragment lies about $3.0$ eV above flat ethylene, but a syn arrangement of the same pyramidal groups already lies about $2.4$ eV above it. At that geometry the misalignment itself costs only about $0.6$ eV relative to syn, so $1.8$ eV is not a lower bound on the loss. Nor is it the barrier of the ring, whose groups may rotate and flatten as they react.

\section{Can puckering remove the obstacle?}

\subsection{The limit set by ring closure}

Let $\omega$ be the ring dihedral M--C1--C2--C3, which is zero in the planar ring. If the methylene group at C2 keeps its shape, its hydrogens stay at $\pm\phi_0$ from C3 when viewed along C1--C2. Their dihedrals with M are therefore $\omega\pm\phi_0$. Puckering brings one hydrogen towards syn and turns the other towards anti, which it passes once $|\omega|$ exceeds $180^\circ-\phi_0$. Reaching $\phi=0$ with the first hydrogen needs $|\omega|=\phi_0$.

The M--C3 distance follows from Eq.~(\ref{eq:d}) with $s,\beta,\phi$ replaced by $l,\gamma,\omega$. Subtracting its value at $\omega=0$ gives
\begin{equation}
d_{\mathrm{M3}}^2(\omega)=d_{\mathrm{M3}}^2(0)
+2rl\sin\alpha\sin\gamma\,(1-\cos\omega).
\end{equation}
Atom C4 must bridge M and C3 with bonds $r$ and $l$, so $d_{\mathrm{M3}}\le r+l=0.358$ nm. With $\alpha$ and $\gamma$ frozen at their planar values, $\omega=\phi_0$ would require $0.416$ nm, and the ring cannot close. The largest permitted $\omega$ is $70.5^\circ$, which leaves $\phi\ge51^\circ$. At this bound the angle at C4 is straight, so a real ring with these values of $\alpha$ and $\gamma$ would stop well before it.

\subsection{The price when all angles relax}

Bond angles do bend, and a methylene group can rock or twist. A rough strain model keeps the bond lengths fixed and sets
\begin{equation}
E=\frac12\sum_i k_i(\theta_i-\theta_i^0)^2
+\sum_{j=1}^{3}\frac{V_3}{2}(1+\cos3\omega_j)
+\frac12k_{\mathrm H}\delta^2 .
\end{equation}
The first sum runs over the five ring angles, the second over the torsions about the three C--C bonds. The angle $\delta$ is the hydrogen's own dihedral displacement, so that $\phi=\phi_0(\gamma)-\omega-\delta$ for the approaching hydrogen. The bending constants are $5$ eV/rad$^2$ at carbon and for $\delta$, and $1.5$ eV/rad$^2$ at the metal. The natural angles are $90^\circ$ at M, $110^\circ$ for M--C--C and $112^\circ$ for C--C--C, and $V_3=0.12$ eV.

In this model the planar ring is not the resting shape. It eclipses all three C--C bonds, which costs $3\times0.12=0.36$ eV in torsion, and with the bond angles of the example, not relaxed within the plane, it lies $0.34$ eV above a puckered minimum. There $|\omega|=40^\circ$, and the nearer hydrogen on C2 has $\phi=81^\circ$ instead of $122^\circ$. The planar angle thus overstates the distance from syn. The obstacle that survives puckering is the cost of the remaining turn. Relative to the puckered minimum, the model gives:
\begin{center}
\begin{tabular}{cc}
$\phi$ & strain (eV)\\
$60^\circ$ & 0.07\\
$30^\circ$ & 0.5\\
$0^\circ$ & 1.5
\end{tabular}
\end{center}
At $400$ K, $k_{\mathrm B}T=0.0345$ eV. The ring reaches $60^\circ$ for about $2k_{\mathrm B}T$, whereas full coplanarity costs about $45k_{\mathrm B}T$. An open alkyl chain described by the same torsional term pays at most $0.12$ eV to reach $\phi=0$, since rotation about its C1--C2 bond strains no ring.

The bending constants are only rough. Halving all of them, including $k_{\mathrm H}$, while keeping $V_3$ lowers the price of coplanarity to $0.8$ eV. The size of the penalty is uncertain by such factors, but it remains several times the open-chain cost.

\section{Reading the numbers for a real precursor}

The M--C length and the preference for $90^\circ$ at the metal are rough values for a square-planar gold(III) dialkyl, and $400$ K is a plausible temperature for a heated precursor. Gold enters only through these two features and the rough bending constant at the metal; its own electronic reluctance towards elimination is not modelled. Real rings break the assumption of planarity first, which in the model moves the nearer dihedral by about $41^\circ$. They also break the assumption of fixed bond lengths: the M--C bond stretches and an M--H bond begins to form during transfer. The effect of these changes on the energy is not calculated here. The $1.5$ eV is therefore a strain price at fixed bond lengths. It should not be put into an Arrhenius law as an activation energy.

\section{What to do about it}

\begin{itemize}
\item \textbf{Measure the actual shape.} From a crystal structure or an optimized geometry, compute M--C--C--H for all four beta hydrogens and take the smallest magnitude. A value near $80^\circ$ is what this model expects of a puckered ring, and is no sign by itself of imminent elimination.
\item \textbf{Ask what syn costs.} Compare the energy needed to bring $\phi$ towards zero in the ring and in the open dialkyl, with the same metal, oxidation state and supporting ligands. For a predicted rate, locate the transition state with all bonds free.
\item \textbf{Protect the metal site.} The ring's advantage concerns concerted transfer to the metal of the intact ring. If an M--C bond breaks first, the chain can rotate and the advantage is lost. A supporting ligand that stays bound at the working temperature can help if it occupies the site the hydrogen would need.
\item \textbf{Test stability separately.} The dihedral argument does not address other decomposition routes, such as coupling of the two alpha carbons. A heating test under delivery conditions is still needed.
\end{itemize}

The coordinates, distances and strain energies are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Inputs: M-C, C-C, C-H = 0.205 0.153 0.109 nm
Inputs: angle C-M-C 82, H-C-H 107 deg
Temperature 400 K, kT = 0.0345 eV
M             x y z =   0.0000   0.0000   0.0000 nm
C1            x y z =   0.1547   0.1345   0.0000 nm
C2            x y z =   0.2963   0.0765   0.0000 nm
C3            x y z =   0.2963  -0.0765   0.0000 nm
C4            x y z =   0.1547  -0.1345   0.0000 nm
H up on C2    x y z =   0.3501   0.1126   0.0876 nm
H down on C2  x y z =   0.3501   0.1126  -0.0876 nm
Planar ring angle alpha M-C1-C2 = 116.73 deg
Planar ring angle gamma C1-C2-C3 = 112.27 deg
Angle beta C1-C2-H = 109.36 deg
Dihedrals M-C1-C2-H = -121.57, 121.57 deg
phi0 from formula = 121.57 deg
phi0 for gamma 104-114, eta 104-110 deg: 118.9 to 123.2 deg
M...H in planar ring = 0.3781 nm
M...H syn-coplanar, same angles = 0.2925 nm
M...H anti-coplanar, same angles = 0.4011 nm
M...H with alpha = 90 deg, at phi0 = 0.3323 nm
M...H with alpha = 90 deg, syn = 0.2150 nm
p-p overlap syn = 0.1953, at phi0 = -0.1023 (no unit)
Overlap ratio = -0.5235 (no unit)
Twist of alkene left in place = 58.43 deg
Ethylene CASSCF(2,2)/6-31G twist cost = 1.809 eV
Same at half that twist = 0.475 eV
M-C3 needed for omega = phi0, frozen angles = 0.4155 nm
Closure limit r + l = 0.3580 nm
Largest omega, frozen angles = 70.5 deg
Smallest phi then = 51.1 deg
Rough bend constants: C 5.0, M 1.5, H 5.0 eV/rad^2
Natural angles: M 90, M-C-C 110, C-C-C 112 deg
Torsional barrier (open-chain cost of phi = 0) = 0.12 eV
Planar ring above puckered minimum = 0.341 eV
Puckered minimum: |omega| = 40.2 deg
Puckered minimum: smaller phi on C2 = 80.6 deg
Ring strain to reach phi = 60 deg: 0.07 eV
Ring strain to reach phi = 30 deg: 0.53 eV
Ring strain to reach phi = 0 deg: 1.54 eV
At phi = 0: omega = 88.5 deg, delta = 28.6 deg
Strain at phi = 0 over kT = 45 (no unit)
Strain at phi = 0, bends halved = 0.81 eV
\end{verbatim}
